# Zero-field quadrupole levels and lines for spin 1 and spin 3/2

## What symmetry fixes

A nucleus with spin \(I\) and no magnetic field interacts with its surroundings through the electric field gradient \(V_{ab}=\partial^2\phi/\partial x_a\partial x_b\), where \(\phi\) is the electrostatic potential of the external charges, taken at the nucleus. The tensor \(V\) is symmetric and traceless. The Hamiltonian \(H\) is linear in \(V\) and quadratic in the spin components, as derived in the next section. Scaling \(V\) therefore scales every transition frequency by the same factor, and rotating \(V\) changes no eigenvalue. Each frequency is a strength parameter times a function of the shape of \(V\). Rotational symmetry fixes \(H\), and hence this function, up to one constant for every spin \(I\ge1\), as the next section shows. For the two lowest spins that have a quadrupole moment, short symmetry arguments also give the function in closed form, without diagonalising a matrix.

**Spin 1.** The three states can be chosen to transform like the components of a vector, \(|x\rangle,|y\rangle,|z\rangle\), along the principal axes of \(V\). A rotation by \(\pi\) about \(z\) reverses the sign of \(|x\rangle\) and \(|y\rangle\) and keeps \(|z\rangle\); the rotations about the other axes act correspondingly. These rotations leave \(H\) unchanged, and any two of the states are told apart by one of them, so \(H\) is diagonal. The energy \(E_z\) is linear in \(V\) and treats \(x\) and \(y\) alike:
\[
E_z=aV_{zz}+b(V_{xx}+V_{yy})=(a-b)V_{zz}.
\]
The last step uses the zero trace. By relabelling axes, \(E_k\propto V_{kk}\) with one common constant.

**Spin 3/2.** Time reversal changes the sign of every spin component, so it leaves \(H\) unchanged. For half-integer spin its square is \(-1\). A state mapped to a multiple \(c\) of itself would give \(|c|^2=-1\), which is impossible, so every level is at least doubly degenerate. Four states then form two doublets. Since \(H\) has zero trace, they lie at \(\pm E\), and \(E^2=\tfrac14\mathrm{Tr}\,H^2\). This is a rotation-invariant quadratic function of \(V\). In principal axes it must be symmetric under permutation of the \(V_{aa}\), hence a combination of \(\sum_a V_{aa}^2\) and \(\sum_{a<b}V_{aa}V_{bb}\). The zero trace makes the second sum equal to \(-\tfrac12\) times the first, so
\[
E\propto\Big(\sum_a V_{aa}^2\Big)^{1/2}.
\]

The explicit diagonalisation below supplies the constants, the eigenstates and the line strengths.

## The Hamiltonian and its normalisation

Let \(\rho\) be the nuclear charge density. Expanding \(\phi\) about the nuclear centre gives the second-order electrostatic energy
\[
W=\frac12\sum_{ab}V_{ab}\int\rho\,x_ax_b\,d^3r .
\]
The zeroth-order term does not depend on orientation. The first-order term contains the electric dipole moment, which vanishes in a nuclear state of definite parity. If electron density at the nucleus gives the second-derivative tensor a trace, that part multiplies \(\int\rho r^2d^3r\) and shifts all orientations equally; it is removed from \(V\) here.

Define the traceless moment \(Q_{ab}=\int\rho\,(3x_ax_b-\delta_{ab}r^2)\,d^3r\). Because \(\sum_aV_{aa}=0\), the \(\delta_{ab}\) term contributes nothing, and
\[
W=\frac16\sum_{ab}V_{ab}Q_{ab}.
\]

In quantum mechanics \(Q_{ab}\) is an operator. The nuclear ground multiplet, with \(2I+1\) states, is assumed to be well separated from other nuclear levels. Within it, the Wigner–Eckart theorem says that all symmetric traceless rank-2 operators are proportional: combining rank 2 with spin \(I\) yields spin \(I\) once, so rotations fix all matrix elements up to one factor. With dimensionless spin operators,
\[
Q_{ab}=C\left[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}I(I+1)\right].
\]

The quadrupole moment \(Q\), which has the dimension of area, is defined by the state \(m=I\), with \(e>0\) the elementary charge:
\[
eQ=\langle I,I|Q_{zz}|I,I\rangle=C[3I^2-I(I+1)]=C\,I(2I-1).
\]
Thus \(C=eQ/[I(2I-1)]\). In \(W\) the \(\delta_{ab}\) term again drops out, and the symmetry of \(V\) makes the two spin products equal after summation, so that
\[
H=\frac{C}{6}\,3\sum_{ab}V_{ab}I_aI_b
=\frac{eQ}{2I(2I-1)}\sum_{ab}V_{ab}I_aI_b .
\]
For \(I=0\) or \(1/2\) no rank-2 operator exists within the multiplet, and there is no quadrupole splitting.

### Principal axes

Choose axes in which \(V\) is diagonal, and label them so that
\[
|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|,\qquad
\eta=\frac{V_{xx}-V_{yy}}{V_{zz}},\qquad
C_Q=\frac{eQV_{zz}}{h}.
\]
Adding and subtracting \(V_{xx}+V_{yy}=-V_{zz}\) and \(V_{xx}-V_{yy}=\eta V_{zz}\) gives
\[
V_{xx}=-\frac{1-\eta}{2}V_{zz},\qquad V_{yy}=-\frac{1+\eta}{2}V_{zz}.
\]
The condition \(|V_{yy}|\ge|V_{xx}|\) requires \(\eta\ge0\), and \(|V_{zz}|\ge|V_{yy}|\) requires \(\eta\le1\).

Substitution in the spin sum gives
\[
\sum_aV_{aa}I_a^2=V_{zz}\left[I_z^2-\tfrac12(I_x^2+I_y^2)+\tfrac{\eta}{2}(I_x^2-I_y^2)\right].
\]
With \(I_x^2+I_y^2=I(I+1)-I_z^2\), the first two terms become \(\tfrac12[3I_z^2-I(I+1)]\). Therefore
\[
\frac Hh=\frac{C_Q}{4I(2I-1)}\left[3I_z^2-I(I+1)+\frac{\eta}{2}(I_+^2+I_-^2)\right].
\]
Here \(I_\pm=I_x\pm iI_y\), and the cross terms cancel in \(I_+^2+I_-^2=2(I_x^2-I_y^2)\). From here on, \(E\) denotes energy divided by \(h\), so levels and lines are both frequencies.

## Spin 1: three levels

For \(I=1\) the prefactor is \(C_Q/4\). The diagonal bracket is \(3-2=1\) for \(m=\pm1\) and \(-2\) for \(m=0\). The ladder operators give \(I_+^2|-1\rangle=\sqrt2\sqrt2\,|1\rangle=2|1\rangle\), so the off-diagonal bracket between \(m=\pm1\) is \((\eta/2)\,2=\eta\). The state \(|0\rangle\) is uncoupled, and in the basis \(\{|1\rangle,|-1\rangle\}\)
\[
\frac Hh=\frac{C_Q}{4}\begin{pmatrix}1&\eta\\ \eta&1\end{pmatrix}.
\]
The sum and difference of the basis states are eigenvectors, with brackets \(1+\eta\) and \(1-\eta\). With phases chosen to give vector components,
\[
|x\rangle=\frac{|-1\rangle-|1\rangle}{\sqrt2},\quad
|y\rangle=\frac{i(|1\rangle+|-1\rangle)}{\sqrt2},\quad
|z\rangle=|0\rangle,
\]
\[
E_x=\frac{C_Q}{4}(1-\eta),\qquad E_y=\frac{C_Q}{4}(1+\eta),\qquad E_z=-\frac{C_Q}{2}.
\]
Comparison with the principal components shows \(E_k=-eQV_{kk}/(2h)\), the proportionality required by symmetry.

The absolute differences are
\[
\nu_+=|E_y-E_z|=\frac{|C_Q|}{4}(3+\eta)=\frac34|C_Q|\left(1+\frac\eta3\right),
\]
\[
\nu_-=|E_x-E_z|=\frac{|C_Q|}{4}(3-\eta)=\frac34|C_Q|\left(1-\frac\eta3\right),
\]
\[
\nu_0=|E_y-E_x|=\frac{|C_Q|}{2}\eta .
\]
Reversing the sign of \(C_Q\) inverts the order of the levels and leaves the frequencies unchanged.

The lines obey \(\nu_+=\nu_-+\nu_0\). They are distinct and nonzero for \(0<\eta<1\). At \(\eta=0\) the gradient is axially symmetric, \(\nu_+\) and \(\nu_-\) merge at \(3|C_Q|/4\), and \(\nu_0\) goes to zero. At \(\eta=1\), \(\nu_-\) and \(\nu_0\) merge at \(|C_Q|/2\), while \(\nu_+=|C_Q|\).

### Which field drives which line

A weak oscillating magnetic field along axis \(j\) couples to \(I_j\). To leading order in that field, the transition rate is proportional to \(|\langle a|I_j|b\rangle|^2\), called the strength here. The ladder operators give
\[
I_x|z\rangle=\frac{|1\rangle+|-1\rangle}{\sqrt2}=-i|y\rangle,\qquad
I_y|z\rangle=\frac{|1\rangle-|-1\rangle}{i\sqrt2}=i|x\rangle,
\]
\[
I_z|x\rangle=-\frac{|-1\rangle+|1\rangle}{\sqrt2}=i|y\rangle .
\]
They also give \(I_k|k\rangle=0\) for each axis, so \(I_k\) can connect only the other two states. Hence \(\nu_+\), \(\nu_-\) and \(\nu_0\) are driven by field components along \(x\), \(y\) and \(z\) respectively, each with strength 1. For a unit field direction \(\mathbf n\) the strengths are \(n_x^2,n_y^2,n_z^2\). In a powder of randomly oriented crystallites each averages to \(1/3\), and the frequencies remain the same for all crystallites. Signal heights depend also on populations and detection, which are not treated here.

### Recovering the parameters

The sum and difference of the two upper lines are \(\nu_++\nu_-=\tfrac32|C_Q|\) and \(\nu_+-\nu_-=\tfrac12|C_Q|\eta\). Therefore
\[
|C_Q|=\frac23(\nu_++\nu_-),\qquad
\eta=3\,\frac{\nu_+-\nu_-}{\nu_++\nu_-}.
\]
When all three lines of one site are known, their order identifies them, because \(\nu_-\ge\nu_0\) is equivalent to \(3-\eta\ge2\eta\), or \(\eta\le1\). Two unassigned lines are not enough. For example, the ratio \(\nu_0/\nu_-=2\eta/(3-\eta)\) covers the whole range from 0 to 1, so any two different frequencies could be that pair. The third line settles the assignment. The dependence on field direction in a single crystal shows along which principal axis each line is driven, but it settles the assignment only if it is known independently which of these axes is \(x\), \(y\) or \(z\).

## Spin 3/2: two doublets

For \(I=3/2\), \(4I(2I-1)=12\) and \(I(I+1)=15/4\). The diagonal bracket is \(27/4-15/4=3\) for \(m=\pm3/2\) and \(3/4-15/4=-3\) for \(m=\pm1/2\). For the coupling,
\[
I_+|-\tfrac12\rangle=2|\tfrac12\rangle,\qquad
I_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle,
\]
so \(\langle\tfrac32|(\eta/2)I_+^2|-\tfrac12\rangle=(\eta/2)\,2\sqrt3=\sqrt3\,\eta\). The coupling between \(m=-3/2\) and \(m=1/2\) has the same value. Since \(I_\pm^2\) changes \(m\) by two, the matrix separates into blocks with bases \(\{|\tfrac32\rangle,|-\tfrac12\rangle\}\) and \(\{|-\tfrac32\rangle,|\tfrac12\rangle\}\). Each block is
\[
\frac Hh=\frac{C_Q}{12}\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix}.
\]
The matrix without its prefactor has zero trace and determinant \(-(9+3\eta^2)\), so its eigenvalues are \(\pm\sqrt{9+3\eta^2}=\pm3\sqrt{1+\eta^2/3}\). The levels are
\[
E_\pm=\pm\frac{C_Q}{4}\sqrt{1+\frac{\eta^2}{3}},
\]
each occurring once in each block. There is one nonzero transition frequency,
\[
\nu=|E_+-E_-|=\frac{|C_Q|}{2}\sqrt{1+\frac{\eta^2}{3}} .
\]
This agrees with the symmetry argument, because
\[
\sum_aV_{aa}^2=V_{zz}^2\left[1+\frac{(1-\eta)^2+(1+\eta)^2}{4}\right]=\frac{V_{zz}^2}{2}(3+\eta^2).
\]

### Mixing of the spin states

Write the block matrix as \(R\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}\) with \(R=\sqrt{9+3\eta^2}\). Then
\[
\tan2\theta=\frac{\eta}{\sqrt3},\qquad \cos2\theta=\frac{1}{\sqrt{1+\eta^2/3}}.
\]
In the first block the eigenvectors for \(+R\) and \(-R\) are
\[
|u\rangle=\cos\theta\,|\tfrac32\rangle+\sin\theta\,|-\tfrac12\rangle,\qquad
|l\rangle=-\sin\theta\,|\tfrac32\rangle+\cos\theta\,|-\tfrac12\rangle .
\]
For \(C_Q>0\), \(|u\rangle\) belongs to the upper doublet. Its weight on \(|m|=1/2\) is
\[
\sin^2\theta=\frac12\left(1-\frac{1}{\sqrt{1+\eta^2/3}}\right).
\]
For \(C_Q<0\) this is the weight in the lower doublet. The quantum number \(m\) labels the levels strictly at \(\eta=0\).

### Line strengths

Since states within a doublet are degenerate, any orthonormal pair is a valid basis. The meaningful strength \(S_j\) is the sum of \(|\langle a|I_j|b\rangle|^2\) over both states \(a\) of one doublet and both states \(b\) of the other. For a field along \(z\),
\[
\langle u|I_z|l\rangle=-\tfrac32\sin\theta\cos\theta-\tfrac12\sin\theta\cos\theta=-\sin2\theta .
\]
The second block gives the opposite sign and the same square. \(I_z\) does not connect the blocks, so
\[
S_z=2\sin^22\theta=\frac{2\eta^2}{3+\eta^2}=\frac{(V_{xx}-V_{yy})^2}{\sum_aV_{aa}^2}.
\]
The algebra behind this formula did not use the ordering of the principal components. The axes may therefore be relabelled cyclically, which preserves the spin commutation relations. A component that happens to be zero is covered by continuity, because the doublets stay separated. With \(V_{zz}-V_{yy}=\tfrac12(3+\eta)V_{zz}\) and \(V_{zz}-V_{xx}=\tfrac12(3-\eta)V_{zz}\),
\[
S_x=\frac{(3+\eta)^2}{2(3+\eta^2)},\qquad
S_y=\frac{(3-\eta)^2}{2(3+\eta^2)} .
\]
The three strengths add to \((9+3\eta^2)/(3+\eta^2)=3\), so the powder average is 1 for every \(\eta\). At \(\eta=0\) a field along \(z\) cannot drive the line, since \(I_z\) then commutes with \(H\).

### One frequency, two unknowns

The frequency of the spin-3/2 line does not determine \(C_Q\) and \(\eta\) separately. The strengths do depend on \(\eta\) alone: \(S_y/S_x=(3-\eta)^2/(3+\eta)^2\) falls steadily from 1 at \(\eta=0\) to \(1/4\) at \(\eta=1\). Here only the frequency is used. Solving for the coupling gives \(|C_Q|=2\nu/\sqrt{1+\eta^2/3}\), and the allowed range of \(\eta\) implies
\[
\sqrt3\,\nu\le|C_Q|\le2\nu .
\]
The lower end belongs to \(\eta=1\), the upper to \(\eta=0\). The dependence on asymmetry is weak near axial symmetry, because
\[
\frac{\partial\nu}{\partial\eta}=\frac{|C_Q|\,\eta}{6\sqrt{1+\eta^2/3}}
\]
vanishes at \(\eta=0\). By contrast, the spin-1 lines vary linearly with \(\eta\).

## Worked example

Take the round model parameters \(C_Q=4\) MHz and \(\eta=0.3\) for both spins.

For spin 1, \(C_Q/4=1\) MHz, so
\[
E_z=-2.0,\qquad E_x=1-0.3=0.7,\qquad E_y=1+0.3=1.3\ \text{MHz}.
\]
The lines are \(\nu_+=1.3+2.0=3.3\) MHz, \(\nu_-=0.7+2.0=2.7\) MHz and \(\nu_0=1.3-0.7=0.6\) MHz. Inversion returns
\[
|C_Q|=\tfrac23(3.3+2.7)=4.0\ \text{MHz},\qquad
\eta=3\,\frac{3.3-2.7}{3.3+2.7}=0.3 .
\]

For spin 3/2, \(\eta^2/3=0.03\). The doublets lie at \(\pm\sqrt{1.03}=\pm1.0149\) MHz, and the line is at \(2.0298\) MHz. With the same \(C_Q\) and \(\eta=0\) it would be at \(2.0000\) MHz, so the asymmetry raises it by 1.5% relative to the axial value. The upper doublet has a weight of 0.0073 on \(|m|=1/2\). The strengths are
\[
S_x=\frac{3.3^2}{6.18}=1.762,\qquad
S_y=\frac{2.7^2}{6.18}=1.180,\qquad
S_z=\frac{0.18}{3.09}=0.058 .
\]
From this frequency alone, \(|C_Q|\) can lie anywhere between 3.516 and 4.060 MHz. Assuming \(\eta=0\) would give the upper value, 1.5% above the input.

## Implementation and limits

If \(V_{zz}\) is computed in atomic units, \(E_h/(ea_0^2)\), with \(E_h\) the hartree and \(a_0\) the bohr, the coupling in frequency units is
\[
C_Q=\frac{Q}{a_0^2}\,V_{zz}^{\rm (a.u.)}\,\frac{E_h}{h}.
\]
The sign convention must be that of the potential: the derivative of the electric field itself is \(\partial F_a/\partial x_b=-V_{ab}\). Diagonalise \(V\), sort its eigenvalues by magnitude, and then form \(\eta\). For \(V=0\) there is no splitting and \(\eta\) is undefined. Near \(\eta=1\), \(V_{yy}\) and \(V_{zz}\) have nearly equal magnitudes and opposite signs, so a small error can exchange them and reverse the sign of \(C_Q\). The frequencies remain continuous through this exchange, since they are differences of eigenvalues of \(H\).

The formulas assume a static gradient and no other spin interaction. A weak static magnetic field along \(z\) splits both spin-3/2 doublets linearly: in the first block \(\langle u|I_z|u\rangle=\tfrac12+\cos2\theta\) and \(\langle l|I_z|l\rangle=\tfrac12-\cos2\theta\), both nonzero because \(\cos2\theta\ge\sqrt3/2\), and in the second block the signs are reversed. The splitting depends on the field direction: at \(\eta=0\) a field perpendicular to \(z\) does not split the \(m=\pm\tfrac32\) doublet in first order, since \(I_x\) and \(I_y\) change \(m\) by one. For spin 1, all \(\langle k|I_j|k\rangle\) vanish, so there is no first-order shift while the magnetic coupling is small compared with every level spacing. This condition fails as \(\eta\to0\), where \(E_x\) and \(E_y\) meet. For either spin, when the magnetic coupling is not small compared with the spacing of the levels it mixes, first-order results are in general unreliable, and the levels are found by diagonalising the full Hamiltonian.

The numerical check checks the operator form and the levels against the charge energy of a model nucleus in randomly oriented gradients, and checks the lines and strengths by numerical diagonalisation.

## Numbers as computed

```
Model nucleus: Q / <r^2> = -0.4000
Model nucleus: largest level error = 3.6e-15 (model units)
Eta scan: largest line error = 1.1e-15 (units of CQ input)
Example input: CQ = 4.0000 MHz
Example input: eta = 0.3000
Spin 1 level E_z = -2.0000 MHz
Spin 1 level E_x = 0.7000 MHz
Spin 1 level E_y = 1.3000 MHz
Spin 1 line nu+ = 3.3000 MHz; strengths x, y, z = 1.0000, 0.0000, 0.0000
Spin 1 line nu- = 2.7000 MHz; strengths x, y, z = 0.0000, 1.0000, 0.0000
Spin 1 line nu0 = 0.6000 MHz; strengths x, y, z = 0.0000, 0.0000, 1.0000
Spin 1 recovered CQ = 4.0000 MHz
Spin 1 recovered eta = 0.3000
Spin 3/2 lower doublet = -1.0149 MHz
Spin 3/2 upper doublet = 1.0149 MHz
Spin 3/2 line = 2.0298 MHz
Spin 3/2 line for eta = 0, same CQ = 2.0000 MHz
Spin 3/2 upper doublet: weight on |m|=1/2 = 0.00734
Spin 3/2 summed strength along x = 1.7621
Spin 3/2 summed strength along y = 1.1796
Spin 3/2 summed strength along z = 0.0583
Spin 3/2 line allows CQ from 3.5157 MHz (eta = 1)
Spin 3/2 line allows CQ up to 4.0596 MHz (eta = 0)
```
